\section*{Why Equal Gate Voltage Misjudges Contacts to Two-Dimensional Semiconductors}

\section{Definitions and conventions}

A two-dimensional $n$-type semiconductor lies on a gate oxide of thickness $t$ and permittivity $\varepsilon$, with capacitance per area $C=\varepsilon/t$. The elementary charge is $q>0$, so electrons carry $-q$. The gate voltage $V_G$ is measured from the grounded source, and $n$ is the electron density per area in the channel beside the contact. Well above threshold,
\begin{equation}
 n=\frac{C}{q}\,(V_G-V_T),
 \label{linear}
\end{equation}
which defines the threshold voltage $V_T$. The difference $V_G-V_T$ is the overdrive.

The conduction band is isotropic and parabolic, with mass $m$, spin degeneracy 2 and valley degeneracy $g$. Resistances are multiplied by the channel width and quoted in $\Omega\,\mu$m. The ballistic resistance $R_Q$ is that of a whole two-terminal device with perfect contacts and no scattering; half of it is assigned to each contact. A real contact transmits an arriving electron with probability $\mathcal T$, at first taken as independent of energy and angle. Its resistance is $R_C$. The temperature is $T$, and the drain bias is small enough for linear response.

\section{The belief and its appeal}

The belief is that two contact technologies are compared fairly if their contact resistances are measured at the same gate voltage. It has a sound core. The gate voltage is what the experimenter sets, and transistors in a circuit often share one supply voltage. If the question is which finished device conducts better at that voltage, equal $V_G$ is the right condition.

The question is often a different one: which metal makes the better interface? Equal $V_G$ answers it without a bias from the channel density if equal $V_G$ also means equal $n$. Deposition, annealing or capping can leave different fixed charge near the channel, and then it does not.

\section{How a threshold shift changes the density}

Let $z$ run from the gate at $z=0$ to the channel at $z=t$, and let a fixed sheet charge $+qN_f$ sit at $z=z_f$. No field is assumed beyond the channel. The displacement just before the channel must end on the charge $-qn$, so it equals $+qn$. Crossing the fixed sheet in the direction of $z$ raises the displacement by $qN_f$; on the gate side it is therefore $qn-qN_f$. The potential drop across the oxide is
\begin{align}
 \Delta\phi&=\frac{(qn-qN_f)z_f+qn(t-z_f)}{\varepsilon}\nonumber\\
 &=\frac{qn}{C}-\frac{qN_fz_f}{\varepsilon}.
\end{align}
Filling the band to a chemical potential $\zeta(n)$ above its edge requires a further voltage $\zeta/q$. With a constant $V_0$ for the work-function difference and band alignment,
\begin{equation}
 V_G=V_0+\frac{\zeta(n)}{q}+\frac{qn}{C}-\frac{qN_fz_f}{\varepsilon}.
 \label{gate}
\end{equation}
If the slow variation of $\zeta$ is neglected, this is Eq.~\eqref{linear} with $V_T=V_0+\zeta/q-qN_fz_f/\varepsilon$. Positive fixed charge lowers the threshold, and it acts most strongly at the channel, where $z_f=t$. At fixed $V_G$ and $C$, a rise $\delta V_T$ removes a density $C\,\delta V_T/q$.

\section{How the density sets the ballistic resistance}

\subsection{Zero temperature}

In a channel of width $W$ the transverse wave numbers are $j\pi/W$ with $j=1,2,\dots$. Those below the Fermi wave number $k_F$ number $k_FW/\pi$ per valley, so the number of modes, not counting spin, is $M=gk_FW/\pi$. The filled disc in momentum space gives
\begin{equation}
 n=2g\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{gk_F^2}{2\pi},
 \qquad k_F=\sqrt{\frac{2\pi n}{g}} .
\end{equation}
Hence
\begin{equation}
 \frac{M}{W}=\frac{g}{\pi}\sqrt{\frac{2\pi n}{g}}=\sqrt{\frac{2gn}{\pi}} .
\end{equation}
Each mode conducts $2q^2/h$, the 2 being for spin, so
\begin{equation}
 R_Q=\frac{h}{2q^2}\sqrt{\frac{\pi}{2gn}}\qquad(T=0).
 \label{zeroT}
\end{equation}
No property of the metal appears. Even a perfect contact has a resistance that depends on the gate, because the gate determines how many modes are open.

\subsection{Finite temperature}

With $k^2=2mE/\hbar^2$, the modes per width at energy $E$ are $g\sqrt{2mE}/(\pi\hbar)$, and the density of states is the constant $gm/(\pi\hbar^2)$. Let $x=E/k_BT$ and $\eta=\zeta/k_BT$. The Fermi--Dirac integrals are
\begin{equation}
 F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\!\frac{x^j\,dx}{1+e^{x-\eta}},
 \qquad \frac{dF_j}{d\eta}=F_{j-1},
\end{equation}
where the second relation defines $F_j$ for $j\le-1$. The density is
\begin{equation}
 n=N F_0(\eta)=N\ln(1+e^\eta),\qquad N=\frac{gmk_BT}{\pi\hbar^2}.
 \label{density}
\end{equation}
A small bias shifts one reservoir's Fermi function $f$ against the other's, so each energy contributes to the conductance with weight $-\partial f/\partial E$:
\begin{align}
 \frac1{R_Q}&=\frac{2q^2}{h}\int_0^\infty\frac{g\sqrt{2mE}}{\pi\hbar}
 \left(-\frac{\partial f}{\partial E}\right)dE\nonumber\\
 &=\frac{2q^2}{h}\frac{g\sqrt{2mk_BT}}{\pi\hbar}\,
 \frac{d}{d\eta}\int_0^\infty\frac{\sqrt{x}\,dx}{1+e^{x-\eta}}\nonumber\\
 &=\frac{2q^2}{h}\frac{g\sqrt{2mk_BT}}{\pi\hbar}\,
 \frac{\sqrt\pi}{2}\,F_{-1/2}(\eta).
 \label{finiteT}
\end{align}
The second line uses $-\partial f/\partial x=\partial f/\partial\eta$; the third uses $\Gamma(3/2)=\sqrt\pi/2$. As a test, density and current were integrated directly over the momentum plane at $\eta=-3$, 0, 1.2 and 5. The conductance agreed with Eq.~\eqref{finiteT} to within one part in $10^5$.

\subsection{Sensitivity to the threshold}

Define $s=-d\ln R_Q/d\ln n$. Differentiating the logarithms of Eqs.~\eqref{finiteT} and \eqref{density} with respect to $\eta$ and dividing gives
\begin{equation}
 s=\frac{F_{-3/2}/F_{-1/2}}{F_{-1}/F_0}
 =\frac{F_{-3/2}\,F_0}{F_{-1/2}\,F_{-1}} .
\end{equation}
For a degenerate gas, $\eta\gg1$, one has $F_0\to\eta$, $F_{-1}\to1$, $F_{-1/2}\to2\sqrt{\eta/\pi}$ and $F_{-3/2}\to1/\sqrt{\pi\eta}$. Then $s\to1/2$, as in Eq.~\eqref{zeroT}. For a dilute gas every $F_j$ tends to $e^\eta=n/N$, so $s\to1$. Inserting this in Eq.~\eqref{finiteT} gives
\begin{equation}
 R_Q\to\frac{\sqrt{2\pi mk_BT}}{q^2n}.
\end{equation}
In this limit the velocities are set by temperature, so conductance simply counts electrons. In a degenerate gas added electrons also raise the Fermi energy, and the number of modes grows only as the square root of $n$.

At fixed $V_G$ and $C$, Eq.~\eqref{linear} gives $\delta n/n=-\delta V_T/(V_G-V_T)$. To first order,
\begin{equation}
 \frac{\delta R_Q}{R_Q}=s\,\frac{\delta V_T}{V_G-V_T}.
 \label{sensitivity}
\end{equation}
Equal gate voltage therefore does little harm when this relative change is small compared with the relative difference between the contacts being judged. A larger change distorts the measured ratio, and it can reverse the ranking if it works against the better interface. Driving the gate harder helps slowly: even with $s=1/2$, a 0.9~V shift needs an overdrive of about 9~V to bring the bias down to 5\%. Across a 10~nm oxide that is about 9~MV/cm, beyond the breakdown of common gate oxides, and at such densities higher valleys fill and the single-band model no longer holds.

\section{Separating the density from the interface}

Let an electron meet contacts of transmission $\mathcal T_1$ and $\mathcal T_2$, with no phase memory between reflections. Summing all round trips,
\begin{align}
 \mathcal T_{12}&=\mathcal T_1\mathcal T_2\sum_{l=0}^{\infty}
 \big[(1-\mathcal T_1)(1-\mathcal T_2)\big]^l
 =\frac{\mathcal T_1\mathcal T_2}{\mathcal T_1+\mathcal T_2-\mathcal T_1\mathcal T_2},\\
 \frac{R_Q}{\mathcal T_{12}}&=R_Q\left[\left(\frac1{\mathcal T_1}-\frac12\right)
 +\left(\frac1{\mathcal T_2}-\frac12\right)\right].
\end{align}
The resistance of one contact is thus
\begin{equation}
 R_C=R_Q(n)\left(\frac1{\mathcal T}-\frac12\right).
 \label{contact}
\end{equation}

Extrapolating to zero channel length does not remove $R_Q$. The first result can be rewritten as $(1-\mathcal T_{12})/\mathcal T_{12}=(1-\mathcal T_1)/\mathcal T_1+(1-\mathcal T_2)/\mathcal T_2$, so the quantity $(1-\mathcal T)/\mathcal T$ adds along the path. In this one-dimensional picture, with the same mean free path at every energy, channel scatterers add a term proportional to length, which vanishes in the extrapolation; the contact terms and the ballistic term remain. The transfer-length method, at fixed $n$, therefore yields $2R_C$ for two equal contacts, with $R_Q(n)$ still inside. If the mean free path varies with energy, or if scattering turns electrons to other directions in the plane, the resistance need not be exactly linear in length, and the extrapolated value can differ from $2R_C$.

For contacts A and B, Eq.~\eqref{contact} gives
\begin{equation}
 \frac{R_{C,B}}{R_{C,A}}=
 \underbrace{\frac{R_Q(n_B)}{R_Q(n_A)}}_{\text{density}}\;
 \underbrace{\frac{1/\mathcal T_B-1/2}{1/\mathcal T_A-1/2}}_{\text{interface}} .
 \label{split}
\end{equation}
As long as $\mathcal T$ does not depend on $n$, the density factor does not fade for poor contacts: it multiplies the whole of $R_C$. When $\mathcal T$ itself changes with $n$, the interface factor can reinforce or cancel it, as the last section shows. If it exceeds 1 while the interface factor is below 1, the better interface can show the larger resistance.

\section{A comparison that reverses}

Take $T=300$~K, $m=0.50$ free-electron masses, $g=2$, $t=10$~nm and relative permittivity 16, so that $C=1.417\ \mu\mathrm{F/cm^2}$ and $N=1.080\times10^{13}\ \mathrm{cm^{-2}}$. Contact A has $V_T=0.30$~V and $\mathcal T=0.20$; contact B has $V_T=1.20$~V and the better transmission $\mathcal T=0.25$. The shift of 0.90~V corresponds to $8.0\times10^{12}\ \mathrm{cm^{-2}}$ elementary charges at the channel interface.

At $V_G=2.00$~V the overdrives are 1.70 and 0.80~V. Equation~\eqref{linear} gives
\begin{align}
 n_A&=\frac{1.4167\times10^{-6}\times1.70}{1.602\times10^{-19}}\ \mathrm{cm^{-2}}
 =1.50\times10^{13}\ \mathrm{cm^{-2}},\\
 n_B&=\frac{1.4167\times10^{-6}\times0.80}{1.602\times10^{-19}}\ \mathrm{cm^{-2}}
 =7.07\times10^{12}\ \mathrm{cm^{-2}}.
\end{align}
The corresponding $\eta$ are 1.11 and $-0.08$: neither gas is strongly degenerate. Equation~\eqref{finiteT} gives $R_Q=36.55$ and $68.22\ \Omega\,\mu$m. Since $1/0.20-1/2=4.5$ and $1/0.25-1/2=3.5$,
\begin{align}
 R_{C,A}&=4.5\times36.55=164.5\ \Omega\,\mu\mathrm{m},\\
 R_{C,B}&=3.5\times68.22=238.8\ \Omega\,\mu\mathrm{m}.
\end{align}
Contact B looks 45\% worse. The split in Eq.~\eqref{split} is $1.866\times0.778=1.452$: the density penalty outweighs the interface advantage.

Now set both channels to $n=1.00\times10^{13}\ \mathrm{cm^{-2}}$. This takes 1.431~V on A and 2.331~V on B. Both have $R_Q=50.71\ \Omega\,\mu$m, and the contact resistances are $228.2$ and $177.5\ \Omega\,\mu$m. Contact B is 22\% better. With A and $V_G=2$~V held fixed, the two would tie if B's threshold were 0.460~V above A's. Any larger shift reverses the ranking, because $R_Q$ rises as $n$ falls.

The zero-temperature law would give a density factor of 1.458 instead of 1.866. The difference follows from $s$, which is 0.769 at $n_A$ and 0.877 at $n_B$, well above 1/2. At room temperature, Eq.~\eqref{zeroT} understates this bias.

\section{Equal overdrive and the threshold itself}

Matching $V_G-V_T$ is an improvement, but Eq.~\eqref{linear} shows that it matches $n$ only for equal $C$. Give a second device the same 1.70~V overdrive and twice the oxide thickness: its density is $7.5\times10^{12}\ \mathrm{cm^{-2}}$, and its $R_Q$ is 1.77 times that of A.

The threshold must also be known well. If it is really 0.10~V higher than assumed at a nominal density of $10^{13}\ \mathrm{cm^{-2}}$, $R_Q$ is 8.1\% higher than its nominal value; Eq.~\eqref{sensitivity} gives 7.4\%, the rest being of higher order.

Extrapolating the current to zero can itself introduce such an error. In a short device dominated by contacts of constant $\mathcal T$, the current at fixed drain bias varies locally as $I\propto(V_G-V_T)^s$. Its tangent reaches zero at
\begin{equation}
 V_G-\frac{I}{dI/dV_G}=V_G-\frac{V_G-V_T}{s},
\end{equation}
which lies below $V_T$ by $(1/s-1)(V_G-V_T)$. At $10^{13}\ \mathrm{cm^{-2}}$, with $s=0.834$ and an overdrive of 1.131~V, the error is about 0.23~V for a tangent taken at that density, or 0.27~V with the band-filling term of Eq.~\eqref{gate}. The common choice of the tangent at maximum transconductance falls at a lower density, where $s$ is nearer 1, and in this model errs by only about 0.09~V. A capacitance or Hall measurement of $n$ avoids this extrapolation.

\section{Real contacts and the limits of the model}

The parameters are rough values for monolayer MoS$_2$ on a hafnia-like oxide. Contact resistances of 100 to 200~$\Omega\,\mu$m are roughly those of very good contacts to this material; many are much higher. A 0.9~V shift on so thin an oxide is large. The assumption most open to doubt is constant $\mathcal T$, since a tunnel barrier favours electrons that approach it fast and head-on. For a thin barrier with $\mathcal T(k_x)=k_x^2/(k_x^2+\kappa^2)$, where $k_x$ is the wave number normal to the contact, let the strengths $\kappa$ be chosen to give mean transmissions 0.20 and 0.25 at $10^{13}\ \mathrm{cm^{-2}}$. At $V_G=2$~V the means become 0.224 for A and 0.234 for B. Used in Eq.~\eqref{contact}, which then assumes that scattering redistributes electrons among modes and among energies, they raise the resistance ratio from 1.45 to 1.78. For this barrier the density bias enters twice, through the modes and through the transmission. A different barrier acts the other way. If its top is pinned at a fixed height above the Fermi level of the metal and electrons cross only over it, the transmitted flux does not depend on $n$: the mean $\mathcal T$ falls as the modes multiply, $R_Q/\mathcal T$ is constant, and only the term $-R_Q/2$ in Eq.~\eqref{contact} varies. Heights of 45 and 39~meV give the same mean transmissions at $10^{13}\ \mathrm{cm^{-2}}$, and at $V_G=2$~V the ratio is then 0.72, with no reversal. The size and even the sign of the bias in a real contact therefore depend on how the gate acts on its barrier.

With the values assumed here, other corrections change the ratio of the two resistances less than the form of $\mathcal T$ does. With A's density held fixed, the band-filling term in Eq.~\eqref{gate} raises $n_B$ to $7.33\times10^{12}\ \mathrm{cm^{-2}}$ and lowers $R_{C,B}$ to $231.4\ \Omega\,\mu$m. Higher valleys, assumed 0.15~eV up with degeneracy 6 and mass 0.6, would hold 2.4\% as many electrons as the main valleys in A; this depends exponentially on the offset, and at 0.10~eV it would be about 14\%. A 50~mV drain bias raises the mean channel potential by about half that, 25~mV, which lowers B's mean density by about $0.025/0.80=3.1\%$; but the bias also exceeds $k_BT/q\approx26$~mV, so linear response itself fails in a ballistic device, and for B this error is larger than the 3.1\%. A bias of 10~mV or less keeps both errors small. The field scale $V_G/t$ reaches 2.33~MV/cm for B at the common density; the actual oxide field $q(n-N_f)/\varepsilon$ is 1.1~MV/cm if B has no fixed charge and 2.0~MV/cm if the whole shift comes from negative charge at B's channel, against a breakdown field of roughly 4 to 5~MV/cm for such oxides. If that margin is too thin, a lower common density serves: A at 1.10~V matches B at 2.00~V.

Equal $n$ removes the bias from the channel density. It does not equalize doping or gating beneath the metal, which can change $\mathcal T$ itself. A fair report therefore states $R_C$ together with $n$ and how $n$ was found, and compares contacts at a common value. The numerical output below lists the values of the worked comparison.

\section*{Calculated quantities}
\begin{verbatim}
temperature: 300 K
mass / free-electron mass: 0.50
valley degeneracy: 2
oxide thickness: 10 nm
oxide relative permittivity: 16
gate capacitance: 1.417 uF/cm2
thermal energy: 25.85 meV
band density N: 1.080e+13 cm^-2
common gate voltage: 2.00 V
threshold A, B: 0.30, 1.20 V
transmission A, B: 0.20, 0.25
equal V_G: density A, B: 1.503e+13, 7.074e+12 cm^-2
equal V_G: eta A, B: 1.106, -0.078
equal V_G: R_Q A, B: 36.55, 68.22 ohm um
density bias R_Q(B)/R_Q(A): 1.866
interface factor B/A: 0.778
equal V_G: R_C A, B: 164.5, 238.8 ohm um
equal V_G: R_C ratio B/A: 1.452
reference density: 1.00e+13 cm^-2
gate voltage for it A, B: 1.431, 2.331 V
R_Q at reference density: 50.71 ohm um
equal n: R_C A, B: 228.2, 177.5 ohm um
equal n: R_C ratio B/A: 0.778
threshold of B for a tie at common V_G: 0.760 V
threshold shift for a tie: 0.460 V
exponent s at n_A, n_ref, n_B: 0.769, 0.834, 0.877
0 K law: R_Q A, B: 29.50, 43.01 ohm um
0 K law: R_Q ratio B/A: 1.458
interface charge for the threshold shift: 7.96e+12 cm^-2
with band filling: density B: 7.333e+12 cm^-2
with band filling: R_C of B: 231.4 ohm um
thin barrier: mean transmission A, B at V_G: 0.224, 0.234
thin barrier: R_C A, B at V_G: 145.0, 257.6 ohm um
thin barrier: R_C ratio B/A: 1.776
upper valleys assumed: offset 0.15 eV, degeneracy 6, mass 0.6
upper-valley density / main density, A: 2.4 %
drain bias considered: 50 mV
mean density loss by drain bias, B: 3.1 %
oxide field scale, V_G/t at 2 V: 2.00 MV/cm
oxide field scale, B at n_ref: 2.33 MV/cm
threshold error considered: 0.10 V
R_Q change by that error at n_ref: 8.1 %
same, first-order estimate: 7.4 %
equal overdrive, double oxide: density: 7.516e+12 cm^-2
equal overdrive, double oxide: R_Q ratio: 1.770
\end{verbatim}
